Critical thickness of a buried strained layer with dislocations at both interfaces

A coherent layer of thickness h and misfit strain f lies on a thick substrate. It is either bare or buried under a cap of thickness H, which has the substrate's lattice parameter and is therefore unstressed. We ask at what h the first misfit dislocation lowers the energy, and how the cap changes the answer.

All materials are isotropic, linear elastic and have the same shear modulus μ and Poisson ratio ν. The solid fills y < 0, with x along the interfaces. The dislocation lines are long, straight and perpendicular to the xy plane, and energies are per unit length of line. The glide plane makes an angle θ with the interfaces. The Burgers vector lies in it, with a screw part b_s along the line and an edge part b_e, whose component along x is b_x = b_e cosθ. The core radius r0 is much smaller than h. It also stands for the core energy, taken equal for every line. The energy of the surface step is neglected.

**(a) Find the layer stress and the energy it releases when the layer slips by one Burgers vector.**

Solution. Both in-plane strains equal f and the normal stress vanishes. With λ = 2μν/(1−2ν),

σ_yy = λ(2f + ε_yy) + 2με_yy = 0, so ε_yy = −2λf/(λ+2μ) = −2νf/(1−ν).

The in-plane stress is σ = λ(2f + ε_yy) + 2μf. The first equation replaces its first term by −2με_yy, so

σ = 2μ(f − ε_yy) = 2μf(1+ν)/(1−ν).

A slip cut through the layer has length h/sinθ and normal (−sinθ, cosθ). The traction on it is (−σ sinθ, 0), so the total force has magnitude σh and points along x. We choose the sign of the Burgers vector so that slip relaxes the misfit. The released energy is then

W = σ b_x h.

A cap is unstressed, so extending the cut through it adds nothing. A dislocation is favourable when its own elastic energy is less than W.

**(b) Find the energy of two opposite dislocations, one at each interface, far below any surface.**

Solution. We first need the field of one edge dislocation. Take an Airy function χ with σ_xx = χ_yy, σ_yy = χ_xx, σ_xy = −χ_xy, which satisfies equilibrium. With ζ = x+iy and a star for complex conjugation, a biharmonic χ has the form Re(ζ*φ + ω), where φ and ω are analytic. Put ψ = ω′ and

F = χ_x + iχ_y = φ + ζφ′* + ψ*.

Along a path with its normal on the left, the force components change by dX = −σ_xx dy + σ_xy dx = −dχ_y and dY = −σ_xy dy + σ_yy dx = dχ_x. Hence X + iY = i(F_end − F_start).

For displacements, σ_xx + σ_yy = 4 Re φ′ and plane-strain Hooke's law give 2μ ∂u_x/∂x = 4(1−ν)Re φ′ − χ_xx, the analogous y equation, and a shear strain proportional to −χ_xy. All three are satisfied by

2μ(u_x + iu_y) = 4(1−ν)φ − F.

For a dislocation at ζ0, F must be single-valued, while u jumps by b = b_e e^(iθ) on a counterclockwise circuit. Take φ0 = A ln(ζ−ζ0), which jumps by 2πiA. Then 2μb = 8πi(1−ν)A, or

A = −ikb, k = μ/[4π(1−ν)].

The choice ψ0 = A* ln(ζ−ζ0) − Aζ0*/(ζ−ζ0) makes F single-valued and dependent on position relative to the core alone. With ζ−ζ0 = r e^(iα),

F0 = 2A ln r + A* e^(2iα).

The energy is half the work of the final tractions on the slip cut:

E = ½ Re[b* i(F_end − F_start)].

Now put b at the lower interface and −b at the upper one, on the same glide plane, a distance d = h/sinθ apart. At distance s from the lower line the angular terms cancel, because α differs by π between the two lines and e^(2iα) is the same. Thus F = 2A[ln s − ln(d−s)]. From s = r0 to s = d−r0 it changes by 4A ln[(d−r0)/r0]. Since iA = kb, the edge energy is 2k b_e² ln(d/r0) for d ≫ r0.

A screw line has displacement b_s α/(2π) and traction μb_s/(2πs) on the plane. The two tractions add, and half their work is

½b_s (μb_s/2π) ∫ [1/s + 1/(d−s)] ds = (μb_s²/2π) ln(d/r0).

Together,

E_pair = 2K ln[h/(r0 sinθ)], K = k b_e² + μb_s²/(4π).

**(c) Find the energy of one dislocation at depth D below a free surface.**

Solution. The force function must be constant on y = 0. Let ζ0 = −iD, and define the reflected functions P(ζ) = [φ0(ζ*)]* and Q(ζ) = [ψ0(ζ*)]*:

P = A* ln(ζ−ζ0*), Q = A ln(ζ−ζ0*) − A*ζ0/(ζ−ζ0*).

They are singular at ζ0*, outside the solid. Add the correction φ1 = −ζP′ − Q, ψ1 = −P − ζφ1′. Explicitly,

φ1 = −A ln(ζ−ζ0*) − A*(ζ−ζ0)/(ζ−ζ0*).

Its force function is

F1 = φ1 + ζφ1′* + ψ1* = φ1 − P* + (ζ−ζ*)φ1′*.

On the surface ζ = ζ*, so the last term vanishes and

F1 = −2A ln|ζ−ζ0*| − A*(ζ−ζ0)/(ζ−ζ0*).

There (ζ−ζ0)* = ζ−ζ0*, so this is −F0. The total is zero along the surface, as required.

At the core put w = ζ0−ζ0* = −2iD. The derivative of φ1 is −A/w − A*w/w² = −(A+A*)/w, which gives

F1(ζ0) = −2A ln(2D) − (w/w*)(A+A*) = −2A ln(2D) + A + A*,

because w/w* = −1. The cut starts at distance r0 from the core, where F0 = 2A ln r0 + A*e^(2iθ), and ends on the surface, where F = 0. With iA = kb and iA* = −kb*,

E = −½ Re{b*[2kb ln(r0/2D) − kb*e^(2iθ) + kb − kb*]}
= k b_e² ln(2D/r0) + ½k b_e² − ½k b_e² + ½k b_e² cos2θ.

For the screw part, an opposite image at height D cancels the surface traction. The force across a path is (μb_s/2π) times the change of ln(r/r′), where r′ is the distance to the image. This logarithm is zero on the surface and ln(r0/2D) at the core, so the energy is (μb_s²/4π) ln(2D/r0). Hence

E_single(D) = K ln(2D/r0) + ½k b_e² cos2θ.

An independent quadrature, which removes the surface tractions with point loads, agrees with this to 5×10⁻⁵ of K in four test orientations with r0/D = 10⁻⁴. The neglected terms are of order r0/D; for r0 = 0.1 nm and D = 12 nm they amount to about 3×10⁻³ of K.

**(d) Write the two critical-thickness conditions and evaluate them for μ = 50 GPa, ν = 0.3, f = 1 %, r0 = 0.1 nm and a 60° dislocation with b = 0.4 nm on a (001) interface.**

Solution. For the bare layer D = h. Equating cost and released energy gives

bare: σb_x h = K ln(2h/r0) + ½k b_e² cos2θ,
buried, pair: σb_x h = 2K ln[h/(r0 sinθ)].

The cost minus W is a concave function of h, so each equation has at most two roots. The smaller one lies near r0, where the continuum energy has no meaning. The larger root is the critical thickness; above it the dislocation lowers the energy.

In the 60° system b_x = b_s = 0.2 nm, b_e = 0.3464 nm and θ = 54.74°. The stress is σ = 2 × 50 × 0.01 × 1.3/0.7 = 1.857 GPa. With K = 5.251 eV/nm and σb_x = 2.318 eV/nm², the length L = K/(σb_x) is 2.265 nm. The conditions become

h_free = 2.265 nm × [ln(2h_free/r0) − 0.135],
h_pair = 2 × 2.265 nm × [ln(h_pair/r0) + 0.203].

Their solutions are h_free = 12.13 nm and h_pair = 26.13 nm. As a check, ln(242.6) − 0.135 = 5.356 and 2.265 × 5.356 = 12.13. Likewise ln(261.3) + 0.203 = 5.769 and 4.530 × 5.769 = 26.13. The ratio is 2.15. The second decimals serve the comparison; the absolute thicknesses are much less certain. The neglected terms of order r0/h lower them by 0.01 to 0.02 nm, and r0 = 0.2 nm instead of 0.1 nm gives about 10 and 22 nm, with a ratio of 2.19.

**(e) Why is the ratio close to two, although the energies contain logarithms of the thickness?**

Solution. Write h_pair = 2g and divide the pair condition by 2:

σb_x g = K[ln(2g/r0) − ln sinθ].

This is the bare-layer condition with a different constant. Two lines double the cost, while the released energy per unit thickness is unchanged, which asks for twice the thickness. Doubling the thickness would normally raise the logarithm as well. Here it does not, because the bare-layer logarithm already contains 2h: the surface acts on the line like an opposite partner at distance 2h. For the screw part on a vertical plane the correspondence is complete, since a pair separated by 2D costs twice as much as one line at depth D.

The remaining difference between the constants is

Δ = −ln sinθ − k b_e² cos2θ/(2K) = 0.203 + 0.135 = 0.338.

To see its effect, differentiate h = L[ln(2h/r0) + c] with respect to c:

dh/dc = L[(1/h)dh/dc + 1], so d(ln h)/dc = 1/(h/L − 1).

With B = h_free/L = 5.356, to first order in Δ,

h_pair/h_free ≈ 2[1 + Δ/(B−1)] = 2(1 + 0.338/4.356) = 2.155,

against 2.154 from the full equations. A smaller misfit increases L, h_free and, logarithmically, B. The ratio therefore approaches 2 slowly: it is 2.19 at f = 2 % and still 2.07 at f = 0.01 %.

**(f) How thick must the cap be for the pair to determine equilibrium?**

Solution. A capped layer can also relax by a single dislocation at its lower interface, with slip continuing through the cap to the surface. This releases the same energy σb_x h and costs E_single(H+h). The cost grows only logarithmically with H, so H ≫ h is not enough to exclude it. At h = h_pair the costs are equal when

K ln[2(H*+h_pair)/r0] + ½k b_e² cos2θ = 2K ln(d/r0).

Dividing by K and exponentiating gives

H* = (r0/2)(d/r0)² exp[−k b_e² cos2θ/(2K)] − h_pair.

Here d = 32.00 nm, so H* = 0.05 nm × 320² × e^0.135 − 26 nm ≈ 5.8 μm. The scale is h²/(2r0), here 3.4 μm; the factor 1/sin²θ = 1.5 and the exponential raise it to 5.9 μm, from which the layer thickness is subtracted.

Below H* the single line has the lower threshold. Its critical thickness is 17.3 nm under a 100 nm cap and 22.2 nm under a 1 μm cap, or 1.42 and 1.83 times the bare value. Above H* the threshold stays at h_pair. For slip on one glide plane under a cap thicker than H*, the doubling thus holds even when slip is free to continue to the surface. The value of about 6 μm is only an order of magnitude, because H* depends strongly on the core radius: with r0 = 0.2 nm instead of 0.1 nm it is 2.1 μm. Under a thinner cap with H ≫ h the doubling still applies if slip is confined to the layer, but it is then a constrained equilibrium. The comparison covers relaxation by glide on one plane with the given Burgers vector; a pair displaced sideways by climb is not considered, nor are lines that merge with others from a second glide plane (see part (g)).

The infinite-medium pair energy is adequate here. The stress of an opposite pair falls as 1/r², so the surface changes an energy density of order 1/H⁴ over an area of order H², giving a correction of order 1/H². At H = 10h_pair it is −0.03 eV/nm, compared with a pair energy of 60.6 eV/nm.

**(g) Could many pairs appear together before one isolated pair is favourable?**

Solution. That would require attraction between pairs. Consider two identical pairs a distance p ≫ d apart along the interface. The work of one pair's stress on the other's cut is a second difference of the single-line function along the glide direction. For the edge part that function is

Re(b* iF0) = k b_e²[2 ln r − cos2(α−θ)].

Let β = α−θ. Differentiating twice along the glide direction gives −cos2β/r² for ln r, and (2cos4β − 2cos2β)/r² for cos2β. The cos2β terms cancel, leaving −2k b_e² cos4β/r². The screw function (μb_s²/2π) ln r gives −(μb_s²/2π)cos2β/r². For the second pair β = −θ and r = p, so

E_int ≈ −(d²/p²)[2k b_e² cos4θ + (μb_s²/2π)cos2θ].

Here cos2θ = −1/3 and cos4θ = 2cos²2θ − 1 = −7/9, so the pairs repel. Direct integration, without the far-field approximation, also gives repulsion at all nine spacings tested between 0.5h_pair and 100h_pair. At 10h_pair it is 0.107 eV/nm. For this set of parallel pairs, the isolated pair therefore marks the onset. Pairs on oppositely inclined glide planes are different: if their screw parts are opposite, they can attract when their lines at one interface come close. In the 60° system two such lines can even merge into one edge line with Burgers vector 2b_x along the interface. The prefactor of its logarithm is 4k b_x² = 5.68 eV/nm, against 2K = 10.50 eV/nm for two separate lines, while the released energy is the same. Such pairs can therefore become favourable together well below h_pair. Lines in a bare layer can merge in the same way, which lowers that threshold too. Hence h_free and h_pair are thresholds for slip on a single glide plane, not lower bounds for every arrangement, and the factor of about two is shown only for slip of that kind.

The complete numerical values are in the output below.

Table of computed values

```
shear modulus mu = 50.0 GPa; Poisson ratio = 0.30
Burgers length b = 0.40 nm; core radius r0 = 0.10 nm
misfit f = 1.00 %
bx = 0.2000 nm; by = 0.2828 nm; bs = 0.2000 nm
edge part be = 0.3464 nm
glide-plane inclination theta = 54.74 deg
layer stress sigma = 1.8571 GPa
k*be^2 = 4.2573 eV/nm
K = 5.2507 eV/nm
released work per layer thickness = 2.3183 eV/nm^2
K/(sigma*bx) = 2.2649 nm
constant/K, bare layer = -0.1351
constant/K, halved pair equation = 0.2027
difference Delta = 0.3379; bracket B = 5.3564
critical thickness, bare layer = 12.13 nm
critical thickness, buried, pair = 26.13 nm
ratio = 2.1538; first-order estimate = 2.1551
single-line energy at bare threshold = 28.12 eV/nm
pair energy at buried threshold = 60.58 eV/nm
pair separation at buried threshold = 32.00 nm
crossover cap thickness = 5835 nm = 5.84 micrometre
rough crossover h^2/(2 r0) = 3414 nm
cap 0 nm: critical thickness 12.13 nm (single), over bare 1.000
cap 10 nm: critical thickness 13.64 nm (single), over bare 1.125
cap 100 nm: critical thickness 17.27 nm (single), over bare 1.424
cap 1000 nm: critical thickness 22.17 nm (single), over bare 1.828
cap 10000 nm: critical thickness 26.13 nm (pair), over bare 2.154
misfit 2.00 %: bare 5.08 nm, pair 11.13 nm, ratio 2.1914
misfit 1.00 %: bare 12.13 nm, pair 26.13 nm, ratio 2.1538
misfit 0.50 %: bare 28.06 nm, pair 59.75 nm, ratio 2.1293
misfit 0.10 %: bare 182.75 nm, pair 382.91 nm, ratio 2.0953
misfit 0.01 %: bare 2411.83 nm, pair 4992.27 nm, ratio 2.0699
surface correction to pair energy, cap = 1 h: -1.4948 eV/nm
surface correction to pair energy, cap = 10 h: -0.0321 eV/nm
repulsion of two pairs at spacing 1 h: 2.9226 eV/nm
repulsion of two pairs at spacing 10 h: 0.1071 eV/nm
largest single-line energy deviation / K = 5.0e-05
```
